# Fast-electron excitation of hydrogen from 1s to 2p and 2s: a program that tests the result

```python
# Result under test (Hartree atomic units, first Born approximation, no exchange):
#   hydrogen generalized oscillator strengths f(K) = (2 w / K^2) sum_m |F(K)|^2
#     1s->2p: f = 54 / (K^2 + b)^6        1s->2s: f = 24 K^2 / (K^2 + b)^6
#   and the high-energy cross sections for electron impact
#     1s->2p: (pi f0 / (w E)) ln(C E)     1s->2s: (64 pi / 5) (4/9)^5 / E
# Symbols: K momentum transfer, F = <n|exp(i K.r)|1s>, w = 3/8 excitation energy,
#   b = 9/4, E projectile energy, f0 = f_2p(0), C = 32 exp(-137/60).
import numpy as np
import sympy as sp
from scipy.integrate import quad
from scipy import constants as const

w = 0.5 * (1 - 1 / 4)
b = 9 / 4
f0 = 2**13 / 3**9
C = 32 * np.exp(-137 / 60)
s2_const = (64 * np.pi / 5) * (4 / 9)**5


def gos_2p(K):
    return 54 / (K**2 + b)**6


def gos_2s(K):
    return 24 * K**2 / (K**2 + b)**6


def limits(E):
    k, kp = np.sqrt(2 * E), np.sqrt(2 * (E - w))
    return 2 * w / (k + kp), k + kp


def closed_2p(E):
    def primitive(x):
        t = b / (x + b)
        return np.log((x + b) / x) - sum(t**j / j for j in range(1, 6))
    lo, hi = limits(E)
    return np.pi * f0 / (w * E) * (primitive(lo**2) - primitive(hi**2))


def closed_2s(E):
    lo, hi = limits(E)
    return np.pi / (w * E) * 24 / 5 * ((b + lo**2)**-5 - (b + hi**2)**-5)


def bethe_2p(E):
    return np.pi * f0 / (w * E) * np.log(C * E)


# --- form factors by three-dimensional quadrature, K in a general direction
xr, wr = np.polynomial.legendre.leggauss(120)
r1, wr = 20 * (xr + 1), 20 * wr
mu1, wmu = np.polynomial.legendre.leggauss(64)
phi1 = 2 * np.pi * np.arange(64) / 64
r, mu, phi = np.meshgrid(r1, mu1, phi1, indexing="ij")
vol = (wr * r1**2)[:, None, None] * wmu[None, :, None] * (2 * np.pi / 64)
rho = np.sqrt(1 - mu**2)
xyz = [r * rho * np.cos(phi), r * rho * np.sin(phi), r * mu]
psi_1s = np.exp(-r) / np.sqrt(np.pi)
radial_2 = np.exp(-r / 2) / (4 * np.sqrt(2 * np.pi))
psi_2s = (2 - r) * radial_2
psi_2p = [c * radial_2 for c in xyz]
for state in [psi_1s, psi_2s] + psi_2p:
    assert abs(np.sum(vol * state**2) - 1) < 1e-9
assert abs(np.sum(vol * psi_2s * psi_1s)) < 1e-10
direction = np.array([0.48, 0.60, 0.64])
gos_numeric = {}
for K in (0.3, 1.0, 3.0):
    Kvec = K * direction
    wave = np.exp(1j * sum(q * c for q, c in zip(Kvec, xyz))) * vol * psi_1s
    Fp = np.array([np.sum(wave * p) for p in psi_2p])
    Fs = np.sum(wave * psi_2s)
    assert np.allclose(Fp, 6j * np.sqrt(2) * Kvec / (K**2 + b)**3,
                       rtol=0, atol=1e-8)
    assert abs(Fs - 4 * np.sqrt(2) * K**2 / (K**2 + b)**3) < 1e-8
    gp = 2 * w / K**2 * np.sum(abs(Fp)**2)
    gs = 2 * w / K**2 * abs(Fs)**2
    assert abs(gp - gos_2p(K)) < 1e-7 and abs(gs - gos_2s(K)) < 1e-7
    gos_numeric[K] = (gp, gs)

# --- optical limit in length and velocity form; leading 2s moment
z_dip = np.sum(vol * psi_2p[2] * xyz[2] * psi_1s)
grad_dip = -np.sum(vol * psi_2p[2] * mu * psi_1s)
f_length, f_velocity = 2 * w * z_dip**2, 2 * grad_dip**2 / w
r2_moment = np.sum(vol * psi_2s * r**2 * psi_1s)
assert abs(f_length - gos_2p(0)) < 1e-8 and abs(f_length - f0) < 1e-8
assert abs(f_velocity - f0) < 1e-8
assert abs(-r2_moment / 6 - 4 * np.sqrt(2) / b**3) < 1e-8

# --- electrostatic potential of the 1s-2s transition density
s, R = sp.symbols("s R", positive=True)
dens = (2 - s) * sp.exp(-3 * s / 2) / (4 * sp.sqrt(2) * sp.pi)
inner = sp.integrate(sp.expand(4 * sp.pi * dens * s**2), (s, 0, R)) / R
outer = sp.integrate(sp.expand(4 * sp.pi * dens * s), (s, R, sp.oo))
potential = sp.lambdify(R, sp.simplify(inner + outer), "numpy")
for K in (0.5, 2.0):
    transform = quad(lambda q: 4 * np.pi * q * potential(q) * np.sin(K * q) / K,
                     1e-9, 40, limit=300)[0]
    F = 4 * np.sqrt(2) * K**2 / (K**2 + b)**3
    assert abs(transform - 4 * np.pi * F / K**2) < 1e-6

# --- normalization of the cross section from time-dependent perturbation
#     theory on straight paths, whose momentum transfer starts at w/v
v = 10.0
xg, wg = np.polynomial.legendre.leggauss(240)
path, wpath = 15 * (xg + 1), 15 * wg
impact = path[:, None]
amp = 2 / v * np.sum(wpath * np.cos(w * path / v)
                     * potential(np.sqrt(impact**2 + path**2)), axis=1)
sigma_path = 2 * np.pi * np.sum(wpath * path * amp**2)
sigma_K = 8 * np.pi / v**2 * quad(
    lambda K: 32 * K / (K**2 + b)**6, w / v, np.inf)[0]
assert abs(sigma_path / sigma_K - 1) < 1e-5


# --- cross sections by integrating over the scattering angle
def sigma_angle(E, gos):
    k, kp = np.sqrt(2 * E), np.sqrt(2 * (E - w))

    def integrand(th):
        K2 = limits(E)[0]**2 + 4 * k * kp * np.sin(th / 2)**2
        F2 = gos(np.sqrt(K2)) * K2 / (2 * w)
        return 2 * np.pi * np.sin(th) * 4 * kp / k * F2 / K2**2
    cuts = [0, 1e-3, 1e-2, 0.1, 0.5, np.pi]
    return sum(quad(integrand, lo, hi, epsabs=1e-13, epsrel=1e-11,
                    limit=200)[0] for lo, hi in zip(cuts[:-1], cuts[1:]))


for E in (2.0, 50.0, 200.0):
    assert abs(sigma_angle(E, gos_2p) / closed_2p(E) - 1) < 1e-8
    assert abs(sigma_angle(E, gos_2s) / closed_2s(E) - 1) < 1e-8


# --- asymptotic constants and the size of the first corrections
def log_integral(gos, lo, hi):
    return quad(lambda y: 2 * gos(np.exp(y)), np.log(lo), np.log(hi),
                epsabs=1e-13, epsrel=1e-13, limit=400)[0]


def log_weight(x):
    return 6 * 54 / (x + b)**7 * np.log(x)


ln_Kbar2 = (quad(log_weight, 0, 1)[0] + quad(log_weight, 1, np.inf)[0]) / f0
Kbar2 = np.exp(ln_Kbar2)
assert abs(Kbar2 - b * np.exp(-137 / 60)) < 1e-7
assert abs(2 * Kbar2 / w**2 - C) < 1e-5
E = 40.0
bracket_gap = log_integral(gos_2p, *limits(E)) / f0 - np.log(C * E)
coef_2p = bracket_gap / (w / E)**2
assert abs(coef_2p * 96 + 1) < 0.03      # next order is about one per cent
E = 100.0
coef_2s = (sigma_angle(E, gos_2s) * E / s2_const - 1) / (w / E)
assert abs(coef_2s / (-5 / 12) - 1) < 0.01
E1, E2 = 50.0, 200.0
slope = ((E2 * sigma_angle(E2, gos_2p) - E1 * sigma_angle(E1, gos_2p))
         / np.log(E2 / E1))
assert abs(slope / (np.pi * f0 / w) - 1) < 1e-5
ratio = sigma_angle(E2, gos_2p) / sigma_angle(E2, gos_2s)
assert abs(ratio / (5 * np.log(C * E2)) - 1) < 2e-3

# --- printed numbers
hartree_eV = const.physical_constants["Hartree energy in eV"][0]
a0 = const.physical_constants["Bohr radius"][0]
print(f"excitation energy w = {w:.4f} hartree")
print(f"dipole matrix element <2p0|z|1s> = {z_dip:.5f} bohr")
print(f"optical limit f0, closed form = {f0:.6f}")
print(f"optical limit, length quadrature = {f_length:.6f}")
print(f"optical limit, velocity quadrature = {f_velocity:.6f}")
print(f"<2s|r^2|1s> = {r2_moment:.5f} bohr^2")
for K, (gp, gs) in gos_numeric.items():
    print(f"K = {K:.1f} 1/bohr: quadrature f_2p = {gp:.4e}, f_2s = {gs:.4e}")
print(f"Kbar^2 = {Kbar2:.5f} 1/bohr^2")
print(f"C = {C:.5f} 1/hartree")
print(f"Bethe slope pi f0/w = {np.pi * f0 / w:.5f} hartree bohr^2")
print(f"slope of E*sigma_2p from 50 to 200 hartree = {slope:.5f} hartree bohr^2")
print(f"limit of E*sigma_2s = {s2_const:.5f} hartree bohr^2")
print(f"2p bracket correction / (w/E)^2 at 40 hartree = {coef_2p:.5f}")
print(f"-1/96 = {-1 / 96:.5f}")
print(f"2s relative correction / (w/E) at 100 hartree = {coef_2s:.5f}")
print(f"-5/12 = {-5 / 12:.5f}")
print(f"straight-path sigma_2s at v = 10 a.u. = {sigma_path:.7f} bohr^2")
print(f"momentum-integral value, same limits = {sigma_K:.7f} bohr^2")
E = 50.0
lo, hi = limits(E)
print(f"example energy = {E:.1f} hartree = {E * hartree_eV:.1f} eV")
print(f"E/c^2 = {E * const.alpha**2:.5f}")
print(f"K_min = {lo:.6f} 1/bohr, K_max = {hi:.4f} 1/bohr")
print(f"ln(C E) = {np.log(C * E):.5f}")
for name, gos, closed, asym in (("2p", gos_2p, closed_2p, bethe_2p(E)),
                                ("2s", gos_2s, closed_2s, s2_const / E)):
    sig = closed(E)
    share = log_integral(gos, lo, 0.5) / log_integral(gos, lo, hi)
    print(f"sigma_{name} = {sig:.7f} bohr^2 = {sig * a0**2:.4e} m^2")
    print(f"asymptotic sigma_{name} = {asym:.7f} bohr^2")
    print(f"share of sigma_{name} from K < 0.5 1/bohr = {100 * share:.2f} %")
print("table: E (hartree), E*sigma_2p, E*sigma_2s (hartree bohr^2), ratio")
for E in (5.0, 10.0, 50.0, 100.0, 200.0):
    p, q = closed_2p(E), closed_2s(E)
    print(f"{E:6.1f}  {E * p:9.5f}  {E * q:8.5f}  {p / q:8.4f}")
print(f"5 ln(C E) at 200 hartree = {5 * np.log(C * 200):.4f}")
print("verified")
```

It prints:

```
excitation energy w = 0.3750 hartree
dipole matrix element <2p0|z|1s> = 0.74494 bohr
optical limit f0, closed form = 0.416197
optical limit, length quadrature = 0.416197
optical limit, velocity quadrature = 0.416197
<2s|r^2|1s> = -2.97974 bohr^2
K = 0.3 1/bohr: quadrature f_2p = 3.2893e-01, f_2s = 1.3157e-02
K = 1.0 1/bohr: quadrature f_2p = 4.5824e-02, f_2s = 2.0366e-02
K = 3.0 1/bohr: quadrature f_2p = 2.6637e-05, f_2s = 1.0655e-04
Kbar^2 = 0.22937 1/bohr^2
C = 3.26220 1/hartree
Bethe slope pi f0/w = 3.48672 hartree bohr^2
slope of E*sigma_2p from 50 to 200 hartree = 3.48672 hartree bohr^2
limit of E*sigma_2s = 0.69734 hartree bohr^2
2p bracket correction / (w/E)^2 at 40 hartree = -0.01051
-1/96 = -0.01042
2s relative correction / (w/E) at 100 hartree = -0.41706
-5/12 = -0.41667
straight-path sigma_2s at v = 10 a.u. = 0.0139034 bohr^2
momentum-integral value, same limits = 0.0139034 bohr^2
example energy = 50.0 hartree = 1360.6 eV
E/c^2 = 0.00266
K_min = 0.037571 1/bohr, K_max = 19.9624 1/bohr
ln(C E) = 5.09443
sigma_2p = 0.3552568 bohr^2 = 9.9482e-22 m^2
asymptotic sigma_2p = 0.3552569 bohr^2
share of sigma_2p from K < 0.5 1/bohr = 90.73 %
sigma_2s = 0.0139032 bohr^2 = 3.8933e-23 m^2
asymptotic sigma_2s = 0.0139469 bohr^2
share of sigma_2s from K < 0.5 1/bohr = 40.77 %
table: E (hartree), E*sigma_2p, E*sigma_2s (hartree bohr^2), ratio
   5.0    9.73415   0.67513   14.4182
  10.0   12.15113   0.68634   17.7041
  50.0   17.76284   0.69516   25.5521
 100.0   20.17965   0.69625   28.9832
 200.0   22.59647   0.69680   32.4289
5 ln(C E) at 200 hartree = 32.4036
verified
```
